Optimum length of a lossy push-pull Mach-Zehnder modulator

A longer phase shifter turns a given voltage into more optical phase, but it also absorbs more of the light that carries the signal. This problem finds the best compromise for a Mach-Zehnder modulator.

Light of power P₀ is divided equally between two arms, each with a phase shifter of length L, and recombined by an ideal 50:50 combiner. The logical state is s = +1 or s = −1. Arm 1 carries the reverse voltage V_b + s v and arm 2 carries V_b − s v, where V_b is the bias and v the drive amplitude on each arm. This is push-pull drive. The voltage is first taken as uniform along the arm and slow enough for the light to see a constant value.

At voltage V an arm adds phase b(V) per unit length and has power-loss coefficient a(V), so its power falls as exp(−aL) and its field as exp(−aL/2). Arm 2 also has a lossless static phase ψ, independent of s and L. Quadrature bias means ψ = π/2. Define

κ = b(V_b + v) − b(V_b − v),

α = [a(V_b + v) + a(V_b − v)]/2,

r = κ/α,

with κ > 0 and α > 0. Thus κ is the phase difference per length between the arms in one state, and α is the mean power-loss coefficient. The optical modulation amplitude is the full difference between the two output powers,

OMA = P(+1) − P(−1).

The drive voltage is held fixed while L is varied.

**(a) Find the OMA as a function of length. Does voltage-dependent loss spoil a description by one loss coefficient?**

**Solution.** Let a₁, a₂ be the loss coefficients of the arms in state s, and θ₁, θ₂ their voltage-dependent phases. The splitter and the combiner each contribute a field factor 1/√2, so each arm contributes with factor 1/2:

E(s) = (√P₀/2) [exp(−a₁L/2 + iθ₁) + exp(−a₂L/2 + iθ₂ + iψ)].

In state +1 the phase difference θ₁ − θ₂ is κL. In state −1 the voltages are exchanged and it is −κL. Hence θ₁ − θ₂ = sκL. Since a₁ + a₂ = 2α in both states, the squared modulus is

P(s) = (P₀/4) [exp(−a₁L) + exp(−a₂L) + 2 exp(−αL) cos(sκL − ψ)].

Changing s exchanges a₁ and a₂. The sum of the first two terms is unchanged and cancels in the difference:

OMA = (P₀/2) exp(−αL) [cos(κL − ψ) − cos(κL + ψ)].

In the second cosine we used cos(−κL − ψ) = cos(κL + ψ). The identity cos(A − B) − cos(A + B) = 2 sin A sin B gives

OMA = P₀ sin ψ exp(−αL) sin(κL).

At quadrature sin ψ = 1, so

OMA = P₀ exp(−αL) sin(κL).

Within this model, voltage-dependent loss enters the OMA through its mean α alone. The individual powers still depend on both arm losses. A bias error that does not depend on L multiplies the OMA by a constant, and so leaves the best length unchanged. A fixed coupling loss does the same.

**(b) Find the length that maximises the magnitude of the OMA, and show that the maximum is global.**

**Solution.** On the first lobe, 0 < κL < π, the OMA is positive and its logarithm may be differentiated:

d ln(OMA)/dL = κ cot(κL) − α.

The first term is the fractional gain from additional phase, the second the fractional loss from absorption. Across the lobe the cotangent falls continuously from +∞ to −∞, so there is one zero, at which the derivative changes from positive to negative. It is a maximum, at

tan(κL*) = κ/α.

The right side is positive, so κL* lies between 0 and π/2, and

L* = (1/κ) arctan(κ/α).

Advancing L by π/κ changes the sign of the sine and multiplies the exponential by exp(−πα/κ). Therefore

|OMA(L + π/κ)| = exp(−πα/κ) |OMA(L)|.

Every later lobe is a reduced copy of the one before it, so L* gives the global maximum.

A direct numerical search using the summed fields of part (a) tests this result. With arm losses 0.7α and 1.3α, ψ = 1.2 rad, and r = 0.1, 0.3, 1, 5 and 30, the length found agrees with the formula to within 3 parts in 10⁸.

**(c) What does the optimum become for weak drive? Find the leading corrections and state what "weak" means.**

**Solution.** Write the length in units of 1/α:

αL* = arctan(r)/r.

Since arctan r is the integral of 1/(1 + u²) from 0 to r, the substitution u = rt gives

αL* = ∫₀¹ dt/(1 + r²t²).

As r → 0 the integrand tends to 1, and therefore

L* → 1/α.

This is the inverse of the power-loss coefficient. In terms of the field-loss coefficient α_f = α/2, the same length is 1/(2α_f).

For r < 1 the integrand can be expanded as 1 − r²t² + r⁴t⁴ − …, and integration gives

αL* = 1 − r²/3 + r⁴/5 − … .

The integral also gives bounds for every r > 0. For 0 < t ≤ 1,

1 − r²t² < 1/(1 + r²t²) < 1,

because (1 − x)(1 + x) = 1 − x² < 1 when x = r²t² > 0. Integration gives

1 − r²/3 < αL* < 1.

At finite drive the optimum is thus shorter than 1/α. The integrand falls as r rises at each t > 0, so L* also falls as κ rises at fixed α.

The limit can be seen directly. When κL is small, sin(κL) ≈ κL and

OMA ≈ P₀ κL exp(−αL).

Adding dL raises the modulation by the fraction dL/L and lowers the power by the fraction α dL. The two balance at L = 1/α, where the power has fallen by a factor of e, a phase-shifter loss of 10 log₁₀(e) = 4.34 dB. (This is half a neper in the standard amplitude definition; the label "one neper of power" in the numerical output means this factor of e.)

"Weak" means κ ≪ α: the phase difference accumulated over one absorption length must be small. A small voltage is not sufficient if the loss is also very small. For a given device with smooth b(V) and a(V), and with a(V_b) > 0, letting v → 0 does make κ → 0 while α → a(V_b). The limiting length is then 1/a(V_b).

**(d) Find the maximum OMA at quadrature. How much is lost by using L = 1/α at finite drive?**

**Solution.** From tan(κL*) = r, with κL* in the first quadrant,

sin(κL*) = r/√(1 + r²).

Also αL* = arctan(r)/r. Substitution in the OMA gives

OMA* = P₀ [r/√(1 + r²)] exp[−arctan(r)/r].

For weak drive this tends to P₀r/e: the available modulation is proportional to κ/α, the phase gained per unit of loss.

For the cost of a wrong length, differentiate the logarithm again:

d² ln(OMA)/dL² = −κ²/sin²(κL).

At L*, sin²(κL*) = κ²/(α² + κ²), so the curvature is −(α² + κ²). By part (c), the length error is

1/α − L* ≈ r²/(3α).

The fractional loss of OMA relative to its maximum is half the magnitude of the curvature times the error squared:

1 − OMA(1/α)/OMA* ≈ (1/2) α²(1 + r²) [r²/(3α)]² ≈ r⁴/18.

The cubic term of the Taylor expansion is of order r⁶ and does not affect this leading result. The length is already wrong at order r², but the OMA suffers at order r⁴ because it is stationary at L*.

**(e) What happens in the opposite limit, κ ≫ α?**

**Solution.** For positive r, arctan r = π/2 − arctan(1/r). When r is large,

κL* = π/2 − 1/r + O(1/r³).

The length tends to π/(2κ), at which the drive takes the modulator from full transmission to extinction in the absence of loss. For the height, √(1 + r²) contributes only at order 1/r², while the exponent is −π/(2r) to first order. Hence

OMA* ≈ P₀ [1 − π/(2r)].

The limit in this regime is set by the periodic interferometer response. A device of length 1/α would be too long: its phase difference in one state would be r, well beyond π/2.

**(f) A silicon carrier-depletion modulator at 1310 nm has a single-arm VπL of 2 V cm, an optical loss of 10 dB/cm, a reverse bias of 1.5 V and an input of 10 mW. These are rough typical values. Find the optimum for v = 1 V, and compare weaker drives.**

**Solution.** First assume phase linear in voltage and loss independent of voltage. One volt on one arm gives π/(VπL) of phase per length. In one state the arm voltages differ by 2v, so

κ = 2πv/(VπL) = 2π × 1/2 = 3.142 rad/cm.

Converting decibels to a natural exponent,

α = 10 × ln(10)/10 = 2.303 cm⁻¹,

and 1/α = 4.34 mm. Then r = 3.142/2.303 = 1.364, and

κL* = arctan(1.364) = 0.938 rad,

L* = 0.938/3.142 cm = 2.99 mm.

This is 31% shorter than 1/α, so v = 1 V is not weak drive here. The two factors in the OMA are exp(−αL*) = 0.5027 and sin(κL*) = 0.8066:

OMA* = 10 mW × 0.5027 × 0.8066 = 4.05 mW.

With equal arm losses the output powers are (P₀/2) exp(−αL*) [1 ± sin(κL*)], or 4.54 mW and 0.49 mW. Their ratio is 9.7 dB. The phase-shifter loss is 2.99 dB, below the weak-drive value of 4.34 dB.

Using L = 1/α instead gives κL = r, and the OMA would be 10 mW × e⁻¹ × sin(1.364) = 3.60 mW, which is 11.2% below the maximum. The estimate r⁴/18 would give 19%, as r is too large for the leading term.

The other drives, with all other settings fixed, give:

v = 0.10 V: r = 0.136, L* = 4.32 mm, OMA* = 0.50 mW

v = 0.25 V: r = 0.341, L* = 4.19 mm, OMA* = 1.23 mW

v = 0.50 V: r = 0.682, L* = 3.81 mm, OMA* = 2.34 mW

The approach to 4.34 mm is visible. At 0.10 V the correction r²/3 is 0.0062, which accounts for the 0.6% shortening. Using 1/α costs 0.002% of the OMA at 0.10 V, 0.07% at 0.25 V and 1.0% at 0.50 V.

The OMA is a suitable target when receiver noise does not depend on the signal. It is not the same target as the power ratio: with equal arm losses, [1 + sin(κL)]/[1 − sin(κL)] continues to grow beyond L*, until κL = π/2.

**(g) At high frequency the electrical wave is attenuated along the arms. How does this change the weak-drive optimum?**

**Solution.** Let the electrical wave travel at the speed of the optical signal, without reflection, with voltage amplitude falling as exp(−γz). Take phase linear in voltage and loss independent of it. The phase difference is then κℓ, where the effective drive length is

ℓ = ∫₀ᴸ exp(−γz) dz = [1 − exp(−γL)]/γ.

For κℓ ≪ 1, OMA ≈ P₀κ exp(−αL) ℓ. Setting its derivative to zero gives

exp(−γL) − α[1 − exp(−γL)]/γ = 0.

Multiplication by γ exp(γL) gives

γ − α[exp(γL) − 1] = 0,

and therefore

L_w = (1/γ) ln(1 + γ/α).

The left side of the previous equation falls steadily from γ, so the derivative changes sign once, from positive to negative, and L_w is the maximum. Since ln(1 + x) < x for x > 0, L_w is shorter than 1/α. As γ → 0 it returns to 1/α.

Take a rough electrical attenuation of 15 dB/cm at 25 GHz. For a voltage amplitude,

γ = 15 × ln(10)/20 = 1.727 cm⁻¹,

so γ/α = 0.75 and L_w = ln(1.75)/1.727 cm = 3.24 mm. With matched speeds, the inverse-loss result of 4.34 mm therefore needs weak electrical attenuation, γ ≪ α, as well as κ ≪ α.

If the electrical and optical speeds differ, light entering at one moment also drifts in phase relative to the electrical wave. For an index mismatch Δn at angular frequency Ω the drift per length is δ = ΩΔn/c, and the peak phase difference for a sinusoidal drive is κ|H|, with

H = ∫₀ᴸ exp(−γz + iδz) dz.

While κ|H| ≤ π/2, the crest-to-trough OMA is P₀ exp(−αL) sin(κ|H|). With a rough mismatch of 0.30, δ = 1.57 rad/cm. Numerical maximisation at v = 1 V, including attenuation and drift, gives a length of 2.78 mm and an OMA of 3.35 mW. At the static optimum of 2.99 mm the same high-frequency drive gives 3.34 mW. The electrical effects lower the OMA by about 18% at that length, but re-optimising the length recovers only about 0.3%.

**(h) How do the example and its result compare with real silicon modulators, and what else has been neglected?**

**Solution.** Silicon depletion modulators commonly have VπL of a few V cm, losses of order 10 dB/cm and lengths of a few millimetres, so the example is in a realistic range. Uniform drive is the assumption most strongly broken at high speed in this example; part (g) puts its effect on the v = 1 V optimum at a 7% shorter length. The sign of this shift is not general: with κ doubled, the same attenuation and drift make the optimum about 6% longer than its static value, and attenuation alone produces that lengthening. Electrode design and doping can change this considerably. Limits on driver power or bandwidth may favour a different length, since the present optimum holds voltage fixed.

The remaining estimates are for v = 1 V, with each effect taken separately. In an abrupt junction with a built-in voltage of 0.9 V, the depletion width varies as the square root of the total reverse voltage. Let phase and loss follow that width. At the bias point, keep the phase slope of each arm at π/(VπL) per volt, as before, and let the loss fall by a rough 1 dB/cm per volt. Then κ rises to 3.22 rad/cm and α to 2.33 cm⁻¹. The optimum becomes 2.94 mm, about 2% shorter, and the OMA is 4.09 mW, about 1% higher.

For 3 × 10¹⁷ cm⁻³ doping on each side, a core height of 220 nm and a rough access resistance of 1 Ω cm, the resistance-capacitance corner is near 100 GHz. This reduces the junction voltage by 3% at 25 GHz. This is a parallel-plate estimate at the bias point; over the voltage swing the reduction runs from about 2% to 5%. It omits fringe capacitance, which is not small because the depletion width of 144 nm is comparable with the core height. For a 450 nm oxide-clad rib with a 90 nm slab, fringing raises the capacitance from 1.6 to roughly 2.3 pF/cm, which lowers the corner to about 70 GHz and raises the reduction to about 6%. The doping is a separate rough input, not derived from the 10 dB/cm loss; heavier doping would raise both the capacitance and the peak field.

The arm voltages, 0.5 V and 2.5 V, keep both junctions reverse biased. The peak field is 0.40 MV/cm, below a rough breakdown field of 0.6 MV/cm. Tunnelling depends on this peak field F through a factor exp(−F₀/F). For a rough F₀ of 20 MV/cm the factor is about 10⁻²². Its size is very sensitive to F₀, but even F₀ = 15 MV/cm leaves it below 10⁻¹⁶. For a rough two-photon coefficient of 0.7 cm/GW and a mode area of 0.1 μm², two-photon absorption at the arm input adds about 0.15% to α; absorption by the carriers it creates is not included.

Temperature also matters. For a thermo-optic coefficient of 1.8 × 10⁻⁴ K⁻¹, a difference of 0.1 K between the arms, uniform along 2.99 mm, shifts the bias by about 0.26 rad and reduces the OMA by 3% if uncorrected; the uncorrected optimum would move to about 2.85 mm. Such an error grows with L, so the length-independent ψ of part (a) requires the bias to be reset for each length. With that control, the static optimum remains arctan(κ/α)/κ.

The full set of values is in the numerical output below.

Computed results

```
EXAMPLE INPUTS (rough typical values)
wavelength 1310 nm; input power 10.0 mW
single-arm Vpi L 2.00 V cm; optical loss 10.0 dB/cm
reverse bias 1.50 V; built-in voltage 0.90 V
alpha = 2.3026 1/cm; 1/alpha = 4.343 mm
one neper of power = 4.343 dB
OPTIMUM AGAINST DRIVE (v = amplitude on each arm)
v 0.10 V: kappa 0.3142 rad/cm, r 0.1364, L_opt 4.316 mm
   OMA 0.5004 mW; OMA lost at 1/alpha 0.0019 %
v 0.25 V: kappa 0.7854 rad/cm, r 0.3411, L_opt 4.185 mm
   OMA 1.2315 mW; OMA lost at 1/alpha 0.0717 %
v 0.50 V: kappa 1.5708 rad/cm, r 0.6822, L_opt 3.811 mm
   OMA 2.3432 mW; OMA lost at 1/alpha 1.0119 %
v 1.00 V: kappa 3.1416 rad/cm, r 1.3644, L_opt 2.987 mm
   OMA 4.0547 mW; OMA lost at 1/alpha 11.1979 %
WORKED CASE v = 1.00 V
alpha L_opt = 0.6877; kappa L_opt = 0.9383 rad
exp(-alpha L_opt) = 0.5027; sin(kappa L_opt) = 0.8066
phase-shifter loss at L_opt = 2.987 dB
P(+1) = 4.5410 mW; P(-1) = 0.4862 mW; OMA = 4.0547 mW
extinction ratio = 9.70 dB
NEGLECTED EFFECTS, v = 1 V (rough inputs)
loss slope 1.0 dB/cm/V; junction kappa 3.2155 rad/cm
junction mean alpha 2.3280 1/cm; L_opt 2.936 mm; OMA 4.0891 mW
microwave: 25 GHz, 15 dB/cm, index mismatch 0.30
gamma = 1.7269 1/cm; walk-off delta = 1.5719 rad/cm
weak-drive L_opt with attenuation only = 3.241 mm
v = 1 V with both: L_opt 2.777 mm, OMA 3.3485 mW
same microwave drive at static L_opt: OMA 3.3392 mW
doping per side 3.0e+17 cm^-3; core height 220 nm; access resistance 1.0 ohm cm
depletion width 143.8 nm; capacitance 1.584 pF/cm
RC corner 100.5 GHz; drive factor at 25 GHz 0.9704
peak junction field 0.397 MV/cm; rough breakdown 0.6 MV/cm
tunnelling factor exp(-F0/F), F0 = 20 MV/cm: 1.4e-22
two-photon coefficient 0.7 cm/GW; mode area 0.1 um^2
two-photon loss at arm input 0.00350 1/cm = 0.152 % of alpha
thermo-optic coefficient 1.8e-04 1/K; arm difference 0.1 K
uncorrected bias error 0.2579 rad; OMA factor 0.9669
CHECKS
largest error of amplitude law / input power: 5.0e-16
largest relative error: L_opt 2.3e-08, height 3.1e-15
at r = 0.001: alpha L_opt = 0.999999667
coefficients: r^2 -0.333333, r^4 0.200000
penalty/r^4 = 0.055556; OMA/(P0 r) = 0.367879
```
